# Why Accumulation Layers Lie Deeper Than Inversion Layers at Comparable Doping: verification in Python

```python
"""Mean depth of accumulation and inversion layers at equal mobile density N.

Result under test: at fixed N the mean depth z_av of the mobile charge falls
when the uniform field of fixed depletion charge rises, so that at comparable
doping an accumulation layer (no depletion field) is deeper.
Hartree atomic units inside. V: conduction-band edge, chemical potential = 0;
T: thermal energy; C = 4 pi / permittivity ratio; C*N: force from density N.
One subband, trial function z exp(-b z/2): b^3 = 12 m C (N_dep + 11 N/32),
z_av = 3/b. Classical layer: z_av = 2T/(C N) ln(1 + N/(2 N_dep)).
Classical accumulation on donors N_D: z_av = T u/(C N), with
(C N)^2 = 2 T C N_D (exp(u) - u - 1).
"""
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq
from scipy.special import expit

BOHR = sc.value("Bohr radius") * 1e9              # nm
HARTREE = sc.value("Hartree energy in eV")        # eV
CM2 = (BOHR * 1e-7) ** 2                          # cm^-2 to atomic units
CM3 = (BOHR * 1e-7) ** 3                          # cm^-3 to atomic units
MVCM = HARTREE / BOHR * 10                        # atomic force to MV/cm
kelvin = 300.0
T = sc.k * kelvin / sc.e / HARTREE
kappa, kappa_ox = 11.7, 3.9
C = 4 * np.pi / kappa
m_heavy, m_light = 0.916, 0.19
# mass along z, in-plane density-of-states mass, number of valleys
ladders = ((m_heavy, m_light, 2),
           (m_light, np.sqrt(m_heavy * m_light), 4))
Nc = 12 * ((m_heavy * m_light**2) ** (1 / 3) * T / (2 * np.pi)) ** 1.5
gap, m_hole = 1.12 / HARTREE, 1.1
Nv = 2 * (m_hole * T / (2 * np.pi)) ** 1.5

# ---------- trial-function integrals, symbolically (b = 1, m = 1) ----------
x, s = sp.symbols("x s", positive=True)
trial_density = x**2 * sp.exp(-x) / 2
tail = sp.exp(-x) * (x**2 / 2 + x + 1)
assert sp.simplify(sp.diff(tail, x) + trial_density) == 0
own_potential = sp.integrate(sp.expand(tail.subs(x, s)), (s, 0, x))
own_mean = sp.integrate(sp.expand(trial_density * own_potential), (x, 0, sp.oo))
amplitude = x * sp.exp(-x / 2) / sp.sqrt(2)
kinetic = sp.integrate(sp.expand(sp.diff(amplitude, x) ** 2 / 2), (x, 0, sp.oo))
depth = sp.integrate(x * trial_density, (x, 0, sp.oo))
assert sp.simplify(own_mean - sp.Rational(33, 16)) == 0
assert sp.simplify(kinetic - sp.Rational(1, 8)) == 0 and depth == 3


# ---------- one subband at T = 0, scaled so that m = C*N = 1 ----------
def hartree_subband(ratio, cells=500, length=16.0):
    """Energy functional, mean depth and potential for N_dep/N = ratio."""
    h = length / cells
    z = (np.arange(cells) + 0.5) * h
    kernel = np.minimum.outer(z, z)
    hop = 1 / (2 * h * h)
    diagonal = np.full(cells, 2 * hop)
    diagonal[[0, -1]] = 3 * hop
    off = np.full(cells - 1, -hop)
    own = h * kernel @ (2 * z**2 * np.exp(-1.6 * z))
    for _ in range(400):
        level, psi = eigh_tridiagonal(diagonal + ratio * z + own, off,
                                      select="i", select_range=(0, 0))
        rho = psi[:, 0] ** 2 / h
        new = h * kernel @ rho
        error = np.max(np.abs(new - own))
        if error < 1e-9:
            break
        own = own + 0.5 * (new - own)
    else:
        raise RuntimeError("subband iteration did not converge")
    energy = level[0] - 0.5 * h * rho @ own
    return energy, h * rho @ z, level[0], own, diagonal, off


def trial_subband(ratio):
    b = (12 * (ratio + 11 / 32)) ** (1 / 3)
    return b * b / 8 + 3 * ratio / b + 33 / (32 * b), 3 / b


ratios = (0.0, 0.1, 0.35, 0.7, 1.5)
scaled = [hartree_subband(r) for r in ratios]
scaled_depths = [item[1] for item in scaled]
assert np.all(np.diff(scaled_depths) < 0)
for r, item in zip(ratios, scaled):
    trial_energy, trial_depth = trial_subband(r)
    assert trial_energy > item[0] - 1e-4          # grid error of the energy
    assert abs(trial_depth / item[1] - 1) < 0.10  # quality of the trial form
    # equal surface field: accumulation then holds N + N_dep
    if r > 0:
        assert scaled_depths[0] * (1 + r) ** (-1 / 3) > item[1]
dr = 0.01
slope = (hartree_subband(0.7 + dr)[0] - hartree_subband(0.7 - dr)[0]) / (2 * dr)
assert abs(slope - scaled_depths[3]) < 1e-4

# density up to which accumulation at T = 0 needs only one subband
_, flat_edge, ground, own, diagonal, off = scaled[0]
second = eigh_tridiagonal(diagonal + own, off, select="i",
                          select_range=(1, 1))[0][0]
stretch = m_heavy / m_light
other = eigh_tridiagonal(diagonal * stretch + own, off * stretch, select="i",
                         select_range=(0, 0))[0][0]
scaled_gap = min(second, other, flat_edge) - ground
N_single = (scaled_gap * C ** (2 / 3) * m_heavy ** (-1 / 3)
            * 2 * m_light / np.pi) ** 3


# ---------- Poisson and Schroedinger-Poisson at finite temperature ----------
def relax(V, h, f_surface, f_back, charge):
    """Newton solution of V'' = -C*charge(V) with given end slopes."""
    for _ in range(400):
        rho, drho = charge(V)
        flux = np.concatenate(([f_surface], np.diff(V) / h, [f_back]))
        residual = np.diff(flux) / h + C * rho
        band = np.zeros((3, len(V)))
        band[0, 1:] = band[2, :-1] = 1 / h**2
        band[1] = -2 / h**2
        band[1, [0, -1]] = -1 / h**2
        band[1] += C * drho
        step = solve_banded((1, 1), band, -residual)
        size = np.max(np.abs(step))
        V = V + step * min(1.0, 6 * T / max(size, 1e-300))
        if size < 1e-8:
            return V
    raise RuntimeError("Poisson iteration did not converge")


def boltzmann(V):
    n = Nc * np.exp(-V / T)
    return n, -n / T


def subbands(V, h):
    """Levels, densities, weights. Averaging a node and an antinode at the far
    end equals a mirror-symmetric slab, which leaves no false wall there."""
    levels, shapes, weights = [], [], []
    for m_z, m_plane, valleys in ladders:
        hop = 1 / (2 * m_z * h * h)
        for far_end in (1, -1):
            diag = V + 2 * hop
            diag[0] += hop
            diag[-1] += far_end * hop
            E, psi = eigh_tridiagonal(diag, np.full(len(V) - 1, -hop),
                                      select="v",
                                      select_range=(V.min() - 1, 20 * T))
            levels.append(E)
            shapes.append((psi**2 / h).T)
            weights.append(np.full(len(E), valleys * m_plane * T / (2 * np.pi)))
    return np.concatenate(levels), np.vstack(shapes), np.concatenate(weights)


def solve_layer(N, V, h, f_surface, f_back, rest, n_bulk):
    """Self-consistent layer with mobile (excess) density N."""
    def total(electrons):
        def charge(U):
            n, dn = electrons(U)
            r, dr_ = rest(U)
            return n + r, dn + dr_
        return charge

    z = (np.arange(len(V)) + 0.5) * h
    V = relax(V, h, f_surface, f_back, total(boltzmann))
    for _ in range(100):
        E, shape, weight = subbands(V, h)
        V_old = V

        def electrons(U):
            arg = (V_old[None, :] - U[None, :] - E[:, None]) / T
            n = weight @ (shape * np.logaddexp(0, arg))
            return n, -(weight @ (shape * expit(arg))) / T

        V = relax(V_old, h, f_surface, f_back, total(electrons))
        mobile = electrons(V)[0] - n_bulk
        missing = N - mobile.sum() * h
        if np.max(np.abs(V - V_old)) < 1e-7 and abs(missing) < 1e-6 * N:
            break
        f_surface += C * missing
    else:
        raise RuntimeError("layer iteration did not converge")
    return {"depth": (z @ mobile) / mobile.sum(), "field": f_surface,
            "depth0": h * shape[0] @ z,
            "share0": 2 * weight[0] * np.logaddexp(0, -E[0] / T) / N}


def donors(N_D):
    return lambda V: (np.full_like(V, -N_D), np.zeros_like(V))


def nothing(V):
    return np.zeros_like(V), np.zeros_like(V)


length = 50 / BOHR
cells = 400
h = length / cells
z = (np.arange(cells) + 0.5) * h
N, doping = 5e12 * CM2, 1e18 * CM3


def accumulation(N_D, count=cells):
    start = np.full(count, T * np.log(Nc / N_D))
    return solve_layer(N, start, length / count, C * N, 0.0, donors(N_D), N_D)


def uniform_field_layer(N_dep):
    return solve_layer(N, C * N_dep * z, h, C * (N + N_dep), C * N_dep,
                       nothing, 0.0)


acc = accumulation(doping)
acc_coarse = accumulation(doping, 250)
assert abs(acc_coarse["depth"] / acc["depth"] - 1) < 0.02   # grid error

V_bulk = gap - T * np.log(Nv / doping)
width = np.sqrt(2 * V_bulk / (C * doping))


def acceptors(V):
    holes = doping * np.exp((V - V_bulk) / T)
    return doping - holes, -holes / T


start = V_bulk - V_bulk * np.clip(1 - z / width, 0, None) ** 2
inv = solve_layer(N, start, h, C * (N + doping * width), 0.0, acceptors, 0.0)
N_dep = inv["field"] / C - N
field_only = uniform_field_layer(N_dep)

gain = acc["depth"] - inv["depth"]
gain0 = acc["depth0"] - inv["depth0"]
assert gain > gain0 > 0
assert acc["share0"] < inv["share0"]
assert abs(field_only["depth"] / inv["depth"] - 1) < 0.03

# unequal doping: heavily doped accumulation, lightly doped inversion
heavy, light, bending = 1e19 * CM3, 1e16 * CM3, 0.9 / HARTREE
N_dep_light = np.sqrt(2 * bending * light / C)
acc_heavy = accumulation(heavy)
inv_light = uniform_field_layer(N_dep_light)
assert inv_light["depth"] > field_only["depth"]
assert acc_heavy["depth"] < inv_light["depth"]


# ---------- classical formulas against a fine finite-difference grid ----------
def classical_inversion(N_fixed):
    return 2 * T / (C * N) * np.log(1 + N / (2 * N_fixed))


def classical_accumulation(N_D):
    target = C * N**2 / (2 * T * N_D)
    u = brentq(lambda y: np.exp(y) - y - 1 - target, 1e-6, 40)
    return u * T / (C * N)


fine = 2000
hf = length / fine
zf = (np.arange(fine) + 0.5) * hf
for N_D in (doping, heavy):
    V = relax(np.full(fine, T * np.log(Nc / N_D)), hf, C * N, 0.0,
              lambda U: (boltzmann(U)[0] - N_D, boltzmann(U)[1]))
    excess = boltzmann(V)[0] - N_D
    assert abs(zf @ excess / excess.sum() / classical_accumulation(N_D) - 1) < 0.01
for N_fixed in (N_dep, N_dep_light):
    V = relax(C * N_fixed * zf, hf, C * (N + N_fixed), C * N_fixed, boltzmann)
    n = boltzmann(V)[0]
    assert abs(zf @ n / n.sum() / classical_inversion(N_fixed) - 1) < 0.01
assert classical_accumulation(doping) > classical_inversion(N_dep)
assert classical_accumulation(heavy) < classical_inversion(N_dep_light)

# ---------- sizes of neglected effects ----------
image = ((kappa - kappa_ox) / (kappa + kappa_ox)
         / (4 * kappa * inv["depth"]) * HARTREE * 1e3)
k_fermi = np.sqrt(np.pi * N)                      # two valleys, two spins
exchange = 4 * k_fermi / (3 * np.pi * kappa) * HARTREE * 1e3
m_ox, barrier = 0.5, 3.1 / HARTREE
penetration = m_ox / m_heavy / np.sqrt(2 * m_ox * barrier) * BOHR


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("ONE SUBBAND, T=0; depth in units (m C N)^(-1/3)")
for r, item in zip(ratios, scaled):
    print(f"N_dep/N={r:.2f}: Hartree depth {item[1]:.4f}, "
          f"trial depth {trial_subband(r)[1]:.4f}")
show("energy slope at N_dep/N=0.70", slope, digits=5)
show("Hartree depth at N_dep/N=0.70", scaled_depths[3], digits=5)
show("Hartree depth ratio, N_dep/N 0 to 0.70",
     scaled_depths[0] / scaled_depths[3])
show("trial depth ratio, same", trial_subband(0)[1] / trial_subband(0.7)[1])
show("equal surface field, depth ratio (N_dep/N=0.70)",
     scaled_depths[0] * 1.7 ** (-1 / 3) / scaled_depths[3])
show("one subband suffices in Si accumulation below",
     N_single / CM2 / 1e12, "1e12 cm^-2")
print("SILICON (100) ELECTRONS, FULL SOLUTION")
show("temperature", kelvin, "K", 0)
show("thermal energy", T * HARTREE * 1e3, "meV", 2)
print(f"permittivity ratios Si, oxide: {kappa}, {kappa_ox}")
print(f"masses heavy, light: {m_heavy}, {m_light}; hole DOS mass {m_hole}")
show("band gap", gap * HARTREE, "eV", 2)
show("mobile density N", N / CM2 / 1e12, "1e12 cm^-2", 2)
show("doping, both sides", doping / CM3 / 1e18, "1e18 cm^-3", 2)
show("depletion density N_dep", N_dep / CM2 / 1e12, "1e12 cm^-2")
show("depletion field", C * N_dep * MVCM, "MV/cm")
show("surface field, accumulation", acc["field"] * MVCM, "MV/cm")
show("surface field, inversion", inv["field"] * MVCM, "MV/cm")
show("mean depth, accumulation", acc["depth"] * BOHR, "nm")
show("same on coarser grid", acc_coarse["depth"] * BOHR, "nm")
show("mean depth, inversion", inv["depth"] * BOHR, "nm")
show("mean depth, uniform depletion field only",
     field_only["depth"] * BOHR, "nm")
show("depth difference", gain * BOHR, "nm")
show("difference as oxide thickness", gain * BOHR * kappa_ox / kappa, "nm")
show("lowest-subband depth, accumulation", acc["depth0"] * BOHR, "nm")
show("lowest-subband depth, inversion", inv["depth0"] * BOHR, "nm")
show("lowest-subband electrons / N, accumulation", acc["share0"])
show("lowest-subband electrons / N, inversion", inv["share0"])
show("classical depth, accumulation",
     classical_accumulation(doping) * BOHR, "nm")
show("classical depth, inversion", classical_inversion(N_dep) * BOHR, "nm")
print("COUNTEREXAMPLE: donors 1e19, acceptors 1e16 cm^-3, same N")
show("assumed depletion band bending", bending * HARTREE, "eV", 2)
show("N_dep, light doping", N_dep_light / CM2 / 1e12, "1e12 cm^-2")
show("N_D T/(4 N_A bending)", heavy * T / (4 * light * bending), digits=2)
show("quantum depth, accumulation", acc_heavy["depth"] * BOHR, "nm")
show("quantum depth, inversion", inv_light["depth"] * BOHR, "nm")
show("classical depth, accumulation",
     classical_accumulation(heavy) * BOHR, "nm")
show("classical depth, inversion",
     classical_inversion(N_dep_light) * BOHR, "nm")
print("NEGLECTED EFFECTS, MAIN EXAMPLE")
show("image energy at inversion mean depth", image, "meV", 1)
show("exchange per electron, 2D, T=0 estimate", exchange, "meV", 1)
show("shift by oxide penetration (3.1 eV, mass 0.5)", penetration, "nm")
show("donor charge within accumulation depth / N",
     doping * acc["depth"] / N)
show("oxide field, inversion (breakdown roughly 10)",
     inv["field"] * MVCM * kappa / kappa_ox, "MV/cm", 2)
print("all tests passed")
```

Printed output:

```
ONE SUBBAND, T=0; depth in units (m C N)^(-1/3)
N_dep/N=0.00: Hartree depth 1.7892, trial depth 1.8706
N_dep/N=0.10: Hartree depth 1.6188, trial depth 1.7180
N_dep/N=0.35: Hartree depth 1.3875, trial depth 1.4802
N_dep/N=0.70: Hartree depth 1.2114, trial depth 1.2918
N_dep/N=1.50: Hartree depth 1.0041, trial depth 1.0686
energy slope at N_dep/N=0.70: 1.21145
Hartree depth at N_dep/N=0.70: 1.21144
Hartree depth ratio, N_dep/N 0 to 0.70: 1.477
trial depth ratio, same: 1.448
equal surface field, depth ratio (N_dep/N=0.70): 1.237
one subband suffices in Si accumulation below: 0.691 1e12 cm^-2
SILICON (100) ELECTRONS, FULL SOLUTION
temperature: 300 K
thermal energy: 25.85 meV
permittivity ratios Si, oxide: 11.7, 3.9
masses heavy, light: 0.916, 0.19; hole DOS mass 1.1
band gap: 1.12 eV
mobile density N: 5.00 1e12 cm^-2
doping, both sides: 1.00 1e18 cm^-3
depletion density N_dep: 3.789 1e12 cm^-2
depletion field: 0.586 MV/cm
surface field, accumulation: 0.773 MV/cm
surface field, inversion: 1.359 MV/cm
mean depth, accumulation: 2.805 nm
same on coarser grid: 2.803 nm
mean depth, inversion: 1.381 nm
mean depth, uniform depletion field only: 1.353 nm
depth difference: 1.423 nm
difference as oxide thickness: 0.474 nm
lowest-subband depth, accumulation: 1.520 nm
lowest-subband depth, inversion: 1.206 nm
lowest-subband electrons / N, accumulation: 0.551
lowest-subband electrons / N, inversion: 0.840
classical depth, accumulation: 1.466 nm
classical depth, inversion: 0.339 nm
COUNTEREXAMPLE: donors 1e19, acceptors 1e16 cm^-3, same N
assumed depletion band bending: 0.90 eV
N_dep, light doping: 0.341 1e12 cm^-2
N_D T/(4 N_A bending): 7.18
quantum depth, accumulation: 2.298 nm
quantum depth, inversion: 2.717 nm
classical depth, accumulation: 0.797 nm
classical depth, inversion: 1.417 nm
NEGLECTED EFFECTS, MAIN EXAMPLE
image energy at inversion mean depth: 11.1 meV
exchange per electron, 2D, T=0 estimate: 20.7 meV
shift by oxide penetration (3.1 eV, mass 0.5): 0.086 nm
donor charge within accumulation depth / N: 0.056
oxide field, inversion (breakdown roughly 10): 4.08 MV/cm
all tests passed
```
